**Two effective masses from one set of valleys**

For $g$ equivalent ellipsoidal valleys with cubic symmetry, the effective density of states $N_c$ contains $m_d=g^{2/3}(m_lm_t^2)^{1/3}$, while the mobility contains $m_c=3/(1/m_l+2/m_t)$. Here $m_l$ and $m_t$ are the longitudinal and transverse masses of one valley, and the relaxation time is common to all valleys. The program sums over a three-dimensional $k$-grid, with velocities taken from energy differences, and asserts that the density and the full conductivity tensor agree with these two masses. It also asserts the state count, the drift obtained from a stationary distribution without linearization, and the results for an energy-dependent relaxation time, Fermi statistics, isotropic valleys and split valleys. For six valleys with $m_l=1.0\,m_0$ and $m_t=0.2\,m_0$, the output gives $m_d=1.129\,m_0$ and $m_c=0.2727\,m_0$, a ratio of 4.141. Using $m_c$ in $N_c$ makes the density too small by a factor of 8.43, and using $m_d$ in the mobility lowers it from 1290 to 311.5 cm²/(V s). With rough silicon masses the two values are about 1.1 and 0.26 $m_0$.

## Numerical check

```python
"""Density-of-states mass versus conductivity mass in a many-valley band.

Result under test, for g equivalent ellipsoidal valleys in a cubic crystal:
    md = g**(2/3) * (ml*mt**2)**(1/3)   governs the effective density Nc
    mc = 3 / (1/ml + 2/mt)              governs the mobility e*<<tau>>/mc
ml, mt : longitudinal and transverse masses of one valley, in units of m0
tau    : relaxation time, common to all valleys
Grid sums use energy in units of kT and wavevector in sqrt(m0*kT)/hbar,
so that a valley has energy 0.5*sum(k_i**2/m_i).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gamma, expit

HALF_WIDTH, POINTS = 7.5, 100
STEP = 2 * HALF_WIDTH / POINTS
axis = (np.arange(POINTS) + 0.5) * STEP - HALF_WIDTH
K = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1)
CELL = 2 * STEP**3 / (2 * np.pi)**3      # two spins per k-space cell


def energy(k, masses):
    return 0.5 * (k[0]**2 / masses[0] + k[1]**2 / masses[1]
                  + k[2]**2 / masses[2])


def velocity(masses):
    """Group velocity from central differences of the energy."""
    d = 0.01
    result = np.empty_like(K)
    for i in range(3):
        shift = np.zeros((3, 1))
        shift[i] = d
        result[i] = (energy(K + shift, masses)
                     - energy(K - shift, masses)) / (2 * d)
    return result


def six_valleys(ml, mt):
    """Two valleys on each of the x, y and z axes."""
    return [(ml, mt, mt)] * 2 + [(mt, ml, mt)] * 2 + [(mt, mt, ml)] * 2


def boltzmann(e):
    return np.exp(-e)


def grid_response(valleys, offsets=None, f=boltzmann, minus_slope=boltzmann,
                  tau=None):
    """Electron density and conductivity tensor summed over the k-grid."""
    offsets = [0.0] * len(valleys) if offsets is None else offsets
    density, tensor = 0.0, np.zeros((3, 3))
    for masses, offset in zip(valleys, offsets):
        kinetic = energy(K, masses)
        v = velocity(masses)
        weight = minus_slope(kinetic + offset)
        if tau is not None:
            weight = weight * tau(kinetic)
        density += CELL * f(kinetic + offset).sum()
        tensor += CELL * (v * weight) @ v.T
    return density, tensor


def dos_mass(ml, mt, g=6):
    return g**(2 / 3) * (ml * mt**2)**(1 / 3)


def cond_mass(ml, mt):
    return 3 / (1 / ml + 2 / mt)


def mass_from_density(density):
    """Isotropic single-band mass that would hold the same density."""
    return 2 * np.pi * (density / 2)**(2 / 3)


# Model inputs
ml, mt = 1.0, 0.2
T = 300.0
tau_s = 0.2e-12
gap_eV = 0.2
split_eV = 0.1
si_ml, si_mt = 0.92, 0.19     # rough silicon masses, for the claim only

md, mc = dos_mass(ml, mt), cond_mass(ml, mt)
valleys = six_valleys(ml, mt)

# State count below a chosen energy: points inside ellipsoids
e_top = 16.0
counted = sum(CELL * np.count_nonzero(energy(K, m) <= e_top) for m in valleys)
count_formula = (2 * md * e_top)**1.5 / (3 * np.pi**2)
# tolerance: a finite grid resolves the ellipsoid surface only roughly
assert abs(counted / count_formula - 1) < 0.01

# Both masses extracted from k-space sums, for model and silicon masses
for a, b in [(ml, mt), (si_ml, si_mt)]:
    dens, tens = grid_response(six_valleys(a, b))
    assert abs(mass_from_density(dens) / dos_mass(a, b) - 1) < 1e-6
    assert np.allclose(tens / dens, np.eye(3) / cond_mass(a, b),
                       rtol=1e-6, atol=1e-8)
n_grid, s_grid = grid_response(valleys)
md_grid, mc_grid = mass_from_density(n_grid), n_grid / s_grid[0, 0]

# Silicon claim: about 0.26 m0 and about a factor of four
si_md, si_mc = dos_mass(si_ml, si_mt), cond_mass(si_ml, si_mt)
assert abs(si_mc - 0.26) < 0.005 and abs(si_md / si_mc - 4) < 0.3

# One isotropic valley: masses agree. Six isotropic valleys: they do not
iso = (0.5, 0.5, 0.5)
for g in (1, 6):
    dens, tens = grid_response([iso] * g)
    ratio = mass_from_density(dens) * tens[0, 0] / dens
    assert abs(ratio - g**(2 / 3)) < 1e-6

# Energy-dependent relaxation time, tau proportional to E**(-1/2)
_, s_tau = grid_response(valleys, tau=lambda e: e**-0.5)
tau_average = gamma(2.0) / gamma(2.5)
# tolerance: the integrand is not smooth at the valley bottom
assert np.allclose(s_tau / n_grid, np.eye(3) * tau_average / mc,
                   rtol=2e-3, atol=1e-8)

# Fermi statistics with the Fermi level 2 kT above the band edge
eta = 2.0
n_fd, s_fd = grid_response(
    valleys, f=lambda e: expit(eta - e),
    minus_slope=lambda e: expit(eta - e) * expit(e - eta))
fermi_half = 2 / np.sqrt(np.pi) * quad(
    lambda x: np.sqrt(x) * expit(eta - x), 0, 60)[0]
assert abs(n_fd / (2 * (md / (2 * np.pi))**1.5 * fermi_half) - 1) < 1e-5
assert np.allclose(s_fd / n_fd, np.eye(3) / mc, rtol=1e-5, atol=1e-8)

# Drift from the stationary distribution, without linearization:
# f(k) = integral over s of exp(-s) * f0(k - s*q), q = force*tau
q = 0.02 * np.array([1.0, 2.0, 2.0]) / 3
nodes, weights = np.polynomial.laguerre.laggauss(4)
drifts = []
for masses in valleys:
    f_stationary = sum(w * np.exp(-energy(K - s * q[:, None], masses))
                       for s, w in zip(nodes, weights))
    drifts.append(velocity(masses) @ f_stationary / f_stationary.sum())
drift = np.mean(drifts, axis=0)           # valleys are equally filled
assert np.allclose(drift, q / mc, rtol=1e-6)
cosine = drifts[0] @ q / np.linalg.norm(drifts[0]) / np.linalg.norm(q)
angle_one = np.degrees(np.arccos(cosine))
assert angle_one > 5                       # one valley alone is not isotropic

# The density-of-states mass is never the smaller one
rng = np.random.default_rng(1)
for a, b in rng.uniform(0.05, 2.0, (200, 2)):
    assert dos_mass(a, b, g=1) >= cond_mass(a, b) * (1 - 1e-12)

# Two z valleys lowered relative to the other four
kT = const.k * T
kT_eV = kT / const.e
lift = split_eV / kT_eV
n_split, s_split = grid_response(valleys, offsets=[lift] * 4 + [0.0] * 2)
w_low = 1 / (1 + 2 * np.exp(-lift))
w_axis = (1 - w_low) / 2                  # share of x pair, and of y pair
mx_split = 1 / (w_axis / ml + (w_axis + w_low) / mt)
mz_split = 1 / (w_low / ml + 2 * w_axis / mt)
assert np.allclose(np.diag(s_split) / n_split,
                   [1 / mx_split, 1 / mx_split, 1 / mz_split], rtol=1e-6)


# Worked example in laboratory units
def nc_cm3(m):
    return 2 * (m * const.m_e * kT / (2 * np.pi * const.hbar**2))**1.5 * 1e-6


def mobility_cm2(m):
    return const.e * tau_s / (m * const.m_e) * 1e4


filling = np.exp(-gap_eV / kT_eV)


def sigma_S_cm(m_density, m_mobility):
    return const.e * nc_cm3(m_density) * filling * mobility_cm2(m_mobility)


k_unit = np.sqrt(const.m_e * kT) / const.hbar
assert abs(n_grid * k_unit**3 * 1e-6 / nc_cm3(md) - 1) < 1e-6
sigma_grid = (const.e**2 * tau_s / const.m_e * s_grid[0, 0]
              * k_unit**3 * filling * 1e-2)
assert abs(sigma_grid / sigma_S_cm(md, mc) - 1) < 1e-6
m_forced = md**3 / mc**2
assert abs(sigma_S_cm(m_forced, m_forced) / sigma_grid - 1) < 1e-6

geo = (ml * mt**2)**(1 / 3)
print("MODEL: six valleys")
print(f"longitudinal mass ml = {ml:.2f} m0")
print(f"transverse mass mt = {mt:.2f} m0")
print(f"temperature = {T:.0f} K, kT = {kT_eV:.5f} eV")
print(f"averaged relaxation time = {tau_s*1e12:.2f} ps")
print(f"Ec - EF = {gap_eV:.2f} eV, Boltzmann factor = {filling:.4e}")
print(f"one-valley geometric mean mass = {geo:.4f} m0")
print(f"density-of-states mass md = {md:.4f} m0 (grid {md_grid:.4f})")
print(f"conductivity mass mc = {mc:.4f} m0 (grid {mc_grid:.4f})")
print(f"ratio md/mc = {md/mc:.3f}")
print(f"  factor from valley number = {6**(2/3):.3f}")
print(f"  factor from anisotropy = {geo/mc:.3f}")
print(f"states below 16 kT, grid/formula = {counted/count_formula:.4f}")
print("CORRECT USE: md in Nc, mc in mobility")
print(f"Nc = {nc_cm3(md):.3e} cm^-3")
print(f"n = {nc_cm3(md)*filling:.3e} cm^-3")
print(f"mobility = {mobility_cm2(mc):.1f} cm^2/(V s)")
print(f"conductivity = {sigma_S_cm(md, mc):.3f} S/cm")
print("WRONG USE: one mass for both")
print(f"Nc with mc = {nc_cm3(mc):.3e} cm^-3")
print(f"n with mc = {nc_cm3(mc)*filling:.3e} cm^-3")
print(f"density too small by factor {(md/mc)**1.5:.2f}")
print(f"mobility with md = {mobility_cm2(md):.1f} cm^2/(V s)")
print(f"conductivity, mc for both = {sigma_S_cm(mc, mc):.3f} S/cm")
print(f"conductivity, md for both = {sigma_S_cm(md, md):.3f} S/cm")
print(f"single mass forced to fit conductivity = {m_forced:.2f} m0")
print("FURTHER CHECKS")
print(f"force along (1,2,2): drift angle, x valley = {angle_one:.1f} deg")
print(f"<<tau>>/tau0 for tau = tau0 (E/kT)^(-1/2): {tau_average:.4f}")
print(f"same from grid = {s_tau[0, 0]/n_grid*mc:.4f}")
print(f"Fermi level 2 kT above edge: n/Nc = {fermi_half:.4f}")
print(f"  conductivity mass from grid = {n_fd/s_fd[0, 0]:.4f} m0")
print("SPLIT VALLEYS: z pair lowered")
print(f"splitting = {split_eV:.2f} eV")
print(f"fraction of electrons in z pair = {w_low:.4f}")
print(f"mobility mass along x and y = {mx_split:.4f} m0")
print(f"mobility mass along z = {mz_split:.4f} m0")
print("SILICON, rough input masses")
print(f"ml = {si_ml:.2f} m0, mt = {si_mt:.2f} m0")
print(f"conductivity mass = {si_mc:.2f} m0")
print(f"density-of-states mass = {si_md:.2f} m0")
print(f"ratio = {si_md/si_mc:.1f}")
print("tests ok")
```

Running it gives:

```
MODEL: six valleys
longitudinal mass ml = 1.00 m0
transverse mass mt = 0.20 m0
temperature = 300 K, kT = 0.02585 eV
averaged relaxation time = 0.20 ps
Ec - EF = 0.20 eV, Boltzmann factor = 4.3666e-04
one-valley geometric mean mass = 0.3420 m0
density-of-states mass md = 1.1292 m0 (grid 1.1292)
conductivity mass mc = 0.2727 m0 (grid 0.2727)
ratio md/mc = 4.141
  factor from valley number = 3.302
  factor from anisotropy = 1.254
states below 16 kT, grid/formula = 0.9988
CORRECT USE: md in Nc, mc in mobility
Nc = 3.011e+19 cm^-3
n = 1.315e+16 cm^-3
mobility = 1289.8 cm^2/(V s)
conductivity = 2.717 S/cm
WRONG USE: one mass for both
Nc with mc = 3.574e+18 cm^-3
n with mc = 1.561e+15 cm^-3
density too small by factor 8.43
mobility with md = 311.5 cm^2/(V s)
conductivity, mc for both = 0.323 S/cm
conductivity, md for both = 0.656 S/cm
single mass forced to fit conductivity = 19.36 m0
FURTHER CHECKS
force along (1,2,2): drift angle, x valley = 15.4 deg
<<tau>>/tau0 for tau = tau0 (E/kT)^(-1/2): 0.7523
same from grid = 0.7523
Fermi level 2 kT above edge: n/Nc = 2.8237
  conductivity mass from grid = 0.2727 m0
SPLIT VALLEYS: z pair lowered
splitting = 0.10 eV
fraction of electrons in z pair = 0.9599
mobility mass along x and y = 0.2033 m0
mobility mass along z = 0.8617 m0
SILICON, rough input masses
ml = 0.92 m0, mt = 0.19 m0
conductivity mass = 0.26 m0
density-of-states mass = 1.06 m0
ratio = 4.1
tests ok
```
